\section*{Ring-polymer autocorrelation of the squared position of a harmonic oscillator}

\section{Problem}

A particle of mass $m$ moves in one dimension with the Hamiltonian
\begin{equation}
H=\frac{p^2}{2m}+\frac12 m\omega^2q^2 .
\end{equation}
Hartree atomic units are used, so $\hbar=1$, and $\beta$ is the inverse thermal energy. The exact Kubo autocorrelation function of $A=q^2$ is
\begin{equation}
K(t)=\frac1{\beta Z}\int_0^\beta d\lambda\,
\mathrm{Tr}\!\left[e^{-(\beta-\lambda)H}A\,e^{-\lambda H}A(t)\right],
\label{kubo}
\end{equation}
with $A(t)=e^{iHt}Ae^{-iHt}$ and $Z=\mathrm{Tr}\,e^{-\beta H}$. The mean of $A$ is not subtracted.

Ring-polymer molecular dynamics replaces the particle by $n$ classical beads on a closed chain, $q_{n+1}=q_1$:
\begin{equation}
H_n=\sum_{j=1}^n\left[\frac{p_j^2}{2m}+\frac12m\omega^2q_j^2
+\frac12m\omega_n^2(q_j-q_{j+1})^2\right].
\label{Hn}
\end{equation}
Here $\beta_n=\beta/n$ and $\omega_n=1/\beta_n$. Initial points are drawn from $e^{-\beta_nH_n}$, and the beads then follow Hamilton's equations for $H_n$, each with the physical mass $m$ and without a thermostat. The approximation to $K(t)$ is
\begin{equation}
C_n(t)=\langle A_n(0)A_n(t)\rangle,\qquad
A_n=\frac1n\sum_{j=1}^nq_j^2 .
\label{Cdef}
\end{equation}

(a) Find $C_n(t)$ and $K(t)$ in closed form. (b) Which frequencies occur in each? (c) Do any false frequencies disappear as $n\to\infty$? (d) Evaluate the lines for $m=2000$, $\omega=0.005$, $\beta=1000$ and four beads. These are round model parameters; they correspond to $316\,$K and an oscillator wavenumber of $1097\,\mathrm{cm^{-1}}$.

\section{First estimate by scaling}

The dimensionless parameter is $x=\beta\omega=5$. The chain can vibrate internally. Its slowest internal motion has one wave around the ring, and its spring frequency is of order $2\pi/\beta$. Since $2\pi/x\approx1.3$, this is comparable with $\omega$. Setting the two equal gives a total frequency $\sqrt{\omega^2+\omega^2}=\sqrt2\,\omega$. Squaring a coordinate doubles its frequency, so a false line is expected near
\begin{equation}
2\sqrt2\,\omega\approx14\times10^{-3}.
\end{equation}

A classical mode of frequency $\Omega$ contributes a squared displacement of order $1/(\beta m\Omega^2)$ to $A_n$, and the square of this to the correlation function. The motion of the whole ring at $\Omega=\omega$ therefore has amplitude of order $(1/50)^2=4\times10^{-4}$ bohr$^4$. An internal mode with $\Omega^2=2\omega^2$ has one quarter of that. Waves around a ring come in pairs (sine and cosine), so the false line should have about $2\times10^{-4}$ bohr$^4$.

For the exact function at low temperature, $q^2$ fluctuates by about $1/(m\omega)$. The correlation in imaginary time decays over a length of order $1/\omega$, so averaging over the length $\beta$ gives a factor $1/x$. The exact oscillating amplitude is then of order $1/(m^2\omega^2x)=2\times10^{-3}$ bohr$^4$. The ring polymer should thus have too weak a physical line, by a factor of order $1/x=0.2$. Numerical factors of order one have been dropped throughout this estimate.

\section{Exact solution}

\subsection{Normal modes of the ring}

The potential energy in (\ref{Hn}) is $\frac m2\sum_{ij}q_iD_{ij}q_j$. Differentiating it shows how $D$ acts on any vector $u$:
\begin{equation}
(Du)_j=\omega^2u_j+\omega_n^2(2u_j-u_{j+1}-u_{j-1}).
\end{equation}
For $u_j=e^{2\pi ijk/n}$, with $k=0,\ldots,n-1$, the neighbours supply $e^{\pm2\pi ik/n}$. Hence $Du=\Omega_k^2u$ with
\begin{align}
\Omega_k^2&=\omega^2+2\omega_n^2\left[1-\cos(2\pi k/n)\right]
=\omega^2+\omega_k^2,\\
\omega_k&=2\omega_n\sin(\pi k/n).
\label{omegak}
\end{align}
The waves $k$ and $n-k$ have equal frequencies, and their sums and differences give real cosine and sine vectors. Together with $k=0$, and $k=n/2$ when $n$ is even, these form a real orthonormal set.

Let $Q_k$ and $P_k$ be the coordinates and momenta along these vectors. An orthogonal transformation preserves sums of squares, so
\begin{equation}
H_n=\sum_k\left[\frac{P_k^2}{2m}+\frac12m\Omega_k^2Q_k^2\right],
\qquad A_n=\frac1n\sum_kQ_k^2 .
\label{modes}
\end{equation}
The second relation is the origin of the effect: $A_n$ contains every internal mode, although the physical system has one coordinate.

\subsection{Thermal average}

Each mode moves as
\begin{equation}
Q_k(t)=Q_k\cos\Omega_kt+\frac{P_k}{m\Omega_k}\sin\Omega_kt .
\end{equation}
The weight $e^{-\beta_nH_n}$ makes all $Q_k$ and $P_k$ independent Gaussian variables of zero mean, with
\begin{equation}
\sigma_k^2\equiv\langle Q_k^2\rangle=\frac1{\beta_nm\Omega_k^2}
=\frac n{\beta m\Omega_k^2},\qquad
\langle P_k^2\rangle=\frac m{\beta_n}=m^2\Omega_k^2\sigma_k^2 .
\label{variance}
\end{equation}
For one mode, the term odd in $P_k$ averages to zero. With the Gaussian moment $\langle Q_k^4\rangle=3\sigma_k^4$,
\begin{align}
\langle Q_k^2(0)Q_k^2(t)\rangle
&=\langle Q_k^4\rangle\cos^2\Omega_kt
+\frac{\langle Q_k^2\rangle\langle P_k^2\rangle}{m^2\Omega_k^2}\sin^2\Omega_kt
\nonumber\\
&=\sigma_k^4(3\cos^2\Omega_kt+\sin^2\Omega_kt)
=\sigma_k^4(1+2\cos^2\Omega_kt).
\end{align}
For $k\ne l$ the modes are independent, and $\langle Q_l^2(t)\rangle=\sigma_l^2(\cos^2\Omega_lt+\sin^2\Omega_lt)=\sigma_l^2$, so the average is $\sigma_k^2\sigma_l^2$. Summing all pairs gives
\begin{equation}
C_n(t)=\frac1{n^2}\left[\Big(\sum_k\sigma_k^2\Big)^2
+2\sum_k\sigma_k^4\cos^2\Omega_kt\right].
\end{equation}
The factors of $n$ cancel when $\sigma_k^2$ is inserted. With $2\cos^2\theta=1+\cos2\theta$,
\begin{equation}
C_n(t)=\frac1{(\beta m)^2}\left[
\Big(\sum_k\frac1{\Omega_k^2}\Big)^2
+\sum_k\frac{1+\cos2\Omega_kt}{\Omega_k^4}\right].
\label{Cn}
\end{equation}
The nonzero frequencies are $2\Omega_k=2\sqrt{\omega^2+\omega_k^2}$. There is no line at $\Omega_k$ itself due to mode $k$: the square of a sinusoid contains zero frequency and the doubled frequency.

\subsection{Kubo function}

Let $|v\rangle$ be the oscillator states, with $E_v=\omega(v+\frac12)$ and populations $p_v=e^{-\beta E_v}/Z$. Inserting them in (\ref{kubo}) gives
\begin{equation}
K(t)=\sum_{u,v}|A_{uv}|^2w_{uv}\,e^{i(E_v-E_u)t},\qquad
w_{uv}=\frac{p_u}{\beta}\int_0^\beta d\lambda\,e^{-\lambda(E_v-E_u)} .
\end{equation}
The integral is elementary:
\begin{equation}
w_{uv}=\frac{p_u-p_v}{\beta(E_v-E_u)}\quad(u\ne v),\qquad w_{uu}=p_u .
\label{weights}
\end{equation}
These weights are symmetric in $u$ and $v$, so the two orders combine into cosines.

With $q=(a+a^\dagger)/\sqrt{2m\omega}$, $N=a^\dagger a$ and $aa^\dagger=N+1$,
\begin{equation}
q^2=\frac1{2m\omega}\left(a^2+a^{\dagger2}+2N+1\right).
\end{equation}
It connects a level to itself and to levels two quanta away. The latter have $|A_{v,v+2}|^2=(v+1)(v+2)/(2m\omega)^2$ and energy difference $2\omega$. Their contribution is
\begin{equation}
\frac{2\cos2\omega t}{(2m\omega)^2\,2x}
\sum_{v\ge0}(v+1)(v+2)(p_v-p_{v+2}).
\end{equation}
Shifting the index in the second part turns the sum into
\begin{equation}
\sum_vp_v[(v+1)(v+2)-v(v-1)]=\sum_vp_v(4v+2)=2(2\bar N+1),
\end{equation}
because the added terms $v=0,1$ vanish. Put $r=e^{-x}$. Then $p_v=(1-r)r^v$, $\bar N=r/(1-r)$ and
\begin{equation}
2\bar N+1=\frac{1+r}{1-r}=\coth\frac x2\equiv c .
\end{equation}

For the diagonal part, applying $r\,d/dr$ twice to $\sum_vr^v=1/(1-r)$ gives $\langle N^2\rangle=r(1+r)/(1-r)^2=\bar N(2\bar N+1)$. Thus
\begin{equation}
\langle(2N+1)^2\rangle=8\bar N^2+8\bar N+1=2c^2-1 .
\end{equation}
The two parts together are
\begin{equation}
K(t)=\frac1{(2m\omega)^2}\left[2c^2-1+\frac{2c}{x}\cos2\omega t\right].
\label{K}
\end{equation}
The only nonzero frequency is $2\omega$. Since $\omega_k>0$ for $k\ne0$, every internal line in (\ref{Cn}) lies above it. All line amplitudes are positive, so degenerate modes cannot cancel. The internal lines are therefore spurious for every $n\ge2$.

\subsection{Why the position itself causes no trouble}

The bead average of $q$ is, up to the sign of the mode vector, $Q_0/\sqrt n$. Its correlation is $\sigma_0^2\cos(\omega t)/n=\cos(\omega t)/(\beta m\omega^2)$. In the Kubo function of $q$, $|q_{v,v+1}|^2=(v+1)/(2m\omega)$, and (\ref{weights}) gives
\begin{equation}
\frac{2\cos\omega t}{2m\omega x}\sum_v(v+1)(p_v-p_{v+1})
=\frac{\cos\omega t}{\beta m\omega^2},
\end{equation}
since the same index shift reduces the sum to $\sum_vp_v=1$. The two agree for every $n$. A linear operator sees the centroid mode alone; the bead average of $q^2$ does not.

\section{The limit of many beads}

At fixed $k$, (\ref{omegak}) gives $\omega_k\to\nu_k=2\pi k/\beta$. Modes near $k=n$ supply the negative values of $k$. A false pair consequently tends to a finite frequency and a finite amplitude,
\begin{equation}
2\sqrt{\omega^2+\nu_k^2},\qquad
\frac{2}{(\beta m)^2(\omega^2+\nu_k^2)^2},\qquad k=1,2,\ldots
\label{limitlines}
\end{equation}
More beads do not remove it.

The initial value nevertheless becomes correct. To show this, expand $f(\tau)=\cosh[\omega(\tau-\beta/2)]$ on $0\le\tau\le\beta$ in a Fourier series with coefficients $f_k=\beta^{-1}\int_0^\beta f e^{-i\nu_k\tau}d\tau$. Since $f''=\omega^2f$ and $f(0)=f(\beta)$, two integrations by parts give
\begin{equation}
\omega^2f_k=\frac{f'(\beta)-f'(0)}{\beta}-\nu_k^2f_k,
\qquad f_k=\frac{2\omega\sinh(x/2)}{\beta(\omega^2+\nu_k^2)} .
\end{equation}
The series converges absolutely; at $\tau=0$ it yields
\begin{equation}
\sum_{k=-\infty}^{\infty}\frac1{\omega^2+\nu_k^2}=\frac{\beta c}{2\omega}.
\label{sum2}
\end{equation}
Write $s=\operatorname{csch}^2(x/2)=c^2-1$, so $dc/d\omega=-\beta s/2$. Differentiating (\ref{sum2}) with respect to $\omega$ and dividing by $-2\omega$ gives
\begin{equation}
\sum_{k=-\infty}^{\infty}\frac1{(\omega^2+\nu_k^2)^2}
=\frac{\beta c}{4\omega^3}+\frac{\beta^2s}{8\omega^2}.
\label{sum4}
\end{equation}
The finite-$n$ sums tend to these: for $|k|\le n/2$, $\sin(\pi|k|/n)\ge2|k|/n$ implies $|\omega_k|\ge4|k|/\beta$, which bounds the terms by a summable series.

Inserting both sums in (\ref{Cn}), the constant part and the initial value become
\begin{align}
S_\infty&=\frac1{(2m\omega)^2}\left(c^2+\frac cx+\frac s2\right),\\
C_\infty(0)&=\frac1{(2m\omega)^2}\left(c^2+\frac{2c}{x}+s\right)=K(0).
\end{align}
The constant part is still wrong. Using $c=s\sinh(x/2)\cosh(x/2)=\frac12s\sinh x$, its excess over the Kubo constant is
\begin{equation}
\frac1{(2m\omega)^2}\left(\frac cx-\frac s2\right)
=\frac{s(\sinh x-x)}{2x(2m\omega)^2}>0 .
\label{excess}
\end{equation}
Correct sampling at $t=0$ is thus followed by an incorrect division between constant and oscillating parts.

\section{Comparison}

\subsection{Four beads}

Here $\omega_n=0.004$ and $\beta m=2\times10^6$. For $k=1$, $\omega_1=0.008\sin(\pi/4)=5.657\times10^{-3}$, and
\begin{equation}
\Omega_1=10^{-3}\sqrt{25+32}=7.550\times10^{-3}.
\end{equation}
For $k=2$, $\Omega_2=10^{-3}\sqrt{25+64}=9.434\times10^{-3}$. The centroid amplitude is $4\times10^{-4}$ bohr$^4$. Multiplying it by $\omega^4/\Omega_k^4$, and by two for the pair $k=1,3$, gives
\begin{equation}
2(4)\left(\frac{25}{57}\right)^2=1.539,\qquad
4\left(\frac{25}{89}\right)^2=0.316
\end{equation}
in units of $10^{-4}$ bohr$^4$. The lines are as follows.
\begin{center}
\begin{tabular}{lcc}
\hline
Mode & $10^3\times2\Omega_k$ & Amplitude ($10^{-4}$ bohr$^4$)\\
\hline
$k=0$, physical & 10.00 & 4.000\\
$k=1,3$, spurious & 15.10 & 1.539\\
$k=2$, spurious & 18.87 & 0.316\\
\hline
\end{tabular}
\end{center}
The scaling estimate put the first false line at $14\times10^{-3}$ with amplitude 2. It is low in frequency and high in amplitude because it set $\omega_1=\omega$, whereas $\omega_1/\omega=1.13$ here. As $n\to\infty$ this line moves to $16.06\times10^{-3}$, or $3525\,\mathrm{cm^{-1}}$, with amplitude 1.203; the physical line is at $2195\,\mathrm{cm^{-1}}$.

The numerical check computes the four-bead signal in bead coordinates, without using normal modes, and finds these three lines within its frequency resolution.

\subsection{Strength of the physical line}

From (\ref{Cn}) and (\ref{K}), the ratio of ring-polymer to Kubo amplitude at $2\omega$ is
\begin{equation}
\frac{1/(\beta m\omega^2)^2}{2c/[x(2m\omega)^2]}
=\frac2x\tanh\frac x2=0.395 .
\end{equation}
It is independent of $n$. The estimate $1/x=0.2$ had the right low-temperature scaling but missed the factor of two. The Kubo amplitude is 10.14, against 4.00 for the ring polymer, in units of $10^{-4}$ bohr$^4$.

For infinitely many beads, the false lines together carry $0.352\times4.00=1.41$. The remaining deficit, $10.14-4.00-1.41=4.73$, equals the excess in the constant part, $31.09-26.37=4.72$, to rounding. This accounts for the whole misplaced amplitude.

\subsection{Behaviour in time}

Values in $10^{-4}$ bohr$^4$ show the consequence:
\begin{center}
\begin{tabular}{rccc}
\hline
$t$ (a.u.) & $C_4$ & $C_{256}$ & $K$\\
\hline
0 & 30.34 & 36.50 & 36.50\\
100 & 26.64 & 33.06 & 31.84\\
314 & 20.82 & 27.42 & 16.23\\
628 & 27.19 & 34.13 & 36.50\\
\hline
\end{tabular}
\end{center}
Near $t=\pi/\omega\approx628$, the exact function has returned to its initial value. The ring polymer has not, because its internal lines are out of phase with the physical one. Adding beads repairs the initial value but not the later motion.

The short-time derivatives make the distinction sharper. Differentiating (\ref{Cn}) gives
\begin{equation}
C_n''(0)=-\frac4{(\beta m)^2}\sum_k\frac1{\Omega_k^2},\qquad
C_n''''(0)=\frac{16n}{(\beta m)^2}.
\end{equation}
By (\ref{sum2}), the second derivative tends to $-2c/(m^2x)=K''(0)$. The fourth grows without bound, while $K''''(0)=8\omega^2c/(m^2x)$ is finite. For 32 beads it is $1.28\times10^{-10}$, against the exact $1.01\times10^{-11}$, in bohr$^4$ per fourth power of atomic time.

\subsection{When the artefact is small}

By (\ref{sum4}), the total spurious amplitude relative to the ring-polymer line at $2\omega$ is, for $n\to\infty$,
\begin{equation}
R=\omega^4\sum_{k\ne0}\frac1{(\omega^2+\nu_k^2)^2}
=\frac{xc}{4}+\frac{x^2s}{8}-1 .
\end{equation}
At high temperature put $y=x/2\ll1$. The expansions $\coth y=1/y+y/3-y^3/45+\cdots$ and $\operatorname{csch}^2y=1/y^2-1/3+y^2/15+\cdots$ give
\begin{equation}
R=\left(\frac12+\frac{y^2}{6}-\frac{y^4}{90}\right)
+\left(\frac12-\frac{y^2}{6}+\frac{y^4}{30}\right)-1+\cdots
=\frac{x^4}{720}+\cdots .
\end{equation}
The false lines then move far above $2\omega$ and lose their weight, and the physical amplitude ratio tends to one. At low temperature, $c\to1$ and $s\to0$ exponentially, so $R\approx x/4-1$ grows.

The line positions belong to the chosen dynamics. If mode $k$ were given a mass $m_k$ in the equations of motion, with its potential unchanged, its frequency would be $\Omega_k\sqrt{m/m_k}$, while $\langle Q_k^2\rangle$ would remain the same. Formula (\ref{Cn}) therefore applies to physical bead masses and a harmonic potential. In that setting, a peak at $2\sqrt{\omega^2+\omega_k^2}$ with $k\ne0$ is a vibration of the auxiliary ring, not a transition of the oscillator.

\section*{Computed values}
\begin{verbatim}
mass = 2000 m_e; omega = 0.0050 E_h/hbar; beta = 1000 1/E_h
temperature = 315.8 K; omega = 1097.4 cm^-1
x = 5.000; coth(x/2) = 1.013567; csch^2(x/2) = 0.027319 (no unit)
1/(2 m omega) = 0.05000 bohr^2
four beads: omega_n = 0.00400 E_h/hbar
four-bead lines (frequencies in 1e-3 E_h/hbar, amplitude in 1e-4 bohr^4)
k=0: omega_k=0.0000, Omega_k=5.0000, 2Omega_k=10.0000, amplitude=4.00000
k=1: omega_k=5.6569, Omega_k=7.5498, 2Omega_k=15.0997, amplitude=1.53894
k=2: omega_k=8.0000, Omega_k=9.4340, 2Omega_k=18.8680, amplitude=0.31562
(k=1 amplitude includes its degenerate partner k=3)
peaks found by Fourier transform, 1e-3 E_h/hbar: [10.002 15.102 18.868]
Fourier bin width = 0.00767 1e-3 E_h/hbar
four-bead constant part = 24.48399 1e-4 bohr^4
Kubo constant part = 26.36593 1e-4 bohr^4
Kubo amplitude at 2omega = 10.13567 1e-4 bohr^4
ring-polymer/Kubo amplitude ratio at 2omega = 0.39465
infinite-bead constant part = 31.09229 1e-4 bohr^4
infinite-bead spurious lines
k=1: 2Omega_k = 16.0597 1e-3 E_h/hbar = 3524.7 cm^-1; amplitude = 1.20266 1e-4 bohr^4
k=2: 2Omega_k = 27.0491 1e-3 E_h/hbar = 5936.6 cm^-1; amplitude = 0.14944 1e-4 bohr^4
k=3: 2Omega_k = 39.0029 1e-3 E_h/hbar = 8560.1 cm^-1; amplitude = 0.03457 1e-4 bohr^4
physical line 2omega = 2194.7 cm^-1
total spurious / ring-polymer 2omega amplitude, n infinite = 0.35233
same ratio at x=0.2: sum=2.2180e-06, x^4/720=2.2222e-06
initial values C_n(0), 1e-4 bohr^4
n=1: 12.00000
n=4: 30.33855
n=32: 36.37986
n=256: 36.49970
Kubo: 36.50161
time (a.u.); C_4, C_32, C_256, Kubo (all 1e-4 bohr^4)
0; 30.33855, 36.37986, 36.49970, 36.50161
100; 26.64067, 32.92080, 33.05732, 31.84226
200; 21.03719, 28.18045, 28.31901, 22.14801
314; 20.82401, 27.27901, 27.41533, 16.23027
628; 27.18546, 33.97830, 34.12927, 36.50156
1500; 19.91245, 28.38559, 28.50783, 18.66599
derivatives at t=0: second, fourth (bohr^4 per a.u. time^2, time^4)
n=4: -8.63237e-08, 1.60000e-11
n=32: -1.01056e-07, 1.28000e-10
Kubo: -1.01357e-07, 1.01357e-11
\end{verbatim}
